# Kohn–Sham potential gradient versus the Breit–Pauli spin–orbit mean field in atoms, part 2

We compare the Breit–Pauli spin–orbit operator with the local operator of a Kohn–Sham potential, to first order in $\alpha^2$ and in fixed nonrelativistic orbitals. Atomic units, $\alpha=1/c$, $\mathbf p=-i\nabla$, $\mathbf s=\boldsymbol\sigma/2$, $\alpha^2/2=5.8437$ cm⁻¹ bohr³.

$$H_{\rm SO}=\frac{\alpha^2}{2}\sum_i \frac{Z}{r_i^3}(\mathbf r_i\times\mathbf p_i)\cdot\mathbf s_i+\sum_{i\ne j}\mathbf g(i,j)\cdot(\mathbf s_i+2\mathbf s_j),$$

$$\mathbf g(1,2)=\frac{\alpha^2}{2}\,\nabla_1\!\Big(\frac1{r_{12}}\Big)\times\mathbf p_1 .$$

The $\mathbf s_i$ part is spin–same-orbit (SSO), the $2\mathbf s_j$ part spin–other-orbit (SOO). The nuclear term has elements $h_{PQ}$; the two-electron term is $\sum_{i<j}G(i,j)$, with

$$G(1,2)=\mathbf g(1,2)\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g(2,1)\cdot(\mathbf s_2+2\mathbf s_1).$$

The local operator is

$$h^{\rm loc}=\frac{\alpha^2}{2}(\nabla v\times\mathbf p)\cdot\mathbf s,\qquad v=v_{\rm nuc}+v_H+v_{xc}.$$

A gradient marks a small component, $\psi^S\approx\boldsymbol\sigma\cdot\mathbf p\,\psi^L/2c$. For real functions,

$$\mathbf W_{pq}[V]=\int V\,\nabla p\times\nabla q,\qquad \mathbf W(pq|rs)=\iint\frac{(\nabla p\times\nabla q)(1)\;r(2)s(2)}{r_{12}} ,$$

$\langle p|h^{\rm loc}|q\rangle=i\tfrac{\alpha^2}{2}\mathbf W_{pq}[v]\cdot\mathbf s$ and $(pq|\mathbf g|rs)=i\tfrac{\alpha^2}{2}\mathbf W(pq|rs)$, antisymmetric in $p,q$.

On a p shell the operator is $\zeta\,\mathbf l\cdot\mathbf s$:

$$\zeta=-\frac{\alpha^2}{2}\,W^z_{xy}.\tag{1}$$

With $p_x=xf_1$, $p_y=yf_2$, $f=\sqrt{3/4\pi}\,R/r$, $\int R^2r^2dr=1$, $\hat{\mathbf n}=\mathbf r/r$:

$$(\nabla p_x\times\nabla p_y)_z=\Big(f_1+\frac{x^2f_1'}{r}\Big)\Big(f_2+\frac{y^2f_2'}{r}\Big)-\frac{xyf_1'}{r}\,\frac{xyf_2'}{r}=f_1f_2+\frac{x^2f_1'f_2+y^2f_1f_2'}{r}.\tag{2}$$

$$\zeta^{\rm loc}_{12}=\frac{\alpha^2}{2}\int R_1R_2\,\frac{V'}{r}\,r^2dr,\tag{3}$$

so $W^z_{xy}=-\langle V'/r\rangle$ for $R_1=R_2$.

For spin orbitals $P=p\sigma$, $Q=q\tau$, $K=k\kappa$ and $\mathbf s_{\sigma\tau}=\langle\sigma|\mathbf s|\tau\rangle$,

$$F^{(2)}_{PQ}=\sum_{K}\big[\langle PK|G|QK\rangle-\langle PK|G|KQ\rangle\big].$$

One real, doubly occupied $k$ gives

$$F^{(2)}_{PQ}=i\frac{\alpha^2}{2}\Big[2\mathbf W(pq|kk)-(1+2)\,\mathbf X_{pq}\Big]\cdot\mathbf s_{\sigma\tau},\qquad \mathbf X_{pq}=\mathbf W(pk|kq)+\mathbf W(kq|pk).\tag{4}$$

Direct SOO and the core constant vanish because $\sum_\kappa\mathbf s_{\kappa\kappa}=0$. With $Q(r)$ electrons inside $r$,

$$\zeta_H=-\frac{\alpha^2}{2}\Big\langle\frac{Q(r)}{r^3}\Big\rangle<0 .\tag{5}$$

For an s² shell $k=S(r)/\sqrt{4\pi}$, with $I=I_{12}$ at $R_1=R_2=R$:

$$I_{12}=\frac13\iint R_1(r_1)S'(r_1)\,r_1\;R_2(r_2)S(r_2)\,r_2^2\;\frac{r_<}{r_>^2}\,dr_1dr_2 .\tag{7}$$

$$\zeta_{\rm SSOx}=\alpha^2I,\qquad \zeta_{\rm SOO}=2\alpha^2I .\tag{8}$$

Model: $S=2a^{3/2}e^{-ar}$, $R_i=n_i\,re^{-b_ir}$, $c_i=a+b_i$, $T=c_1+c_2$, $I_{12}=-\frac{4a^4}{3}n_1n_2\,j_{12}$; for one shell $b_i=b$, $n_i=n$, $n^2=4b^5/3$; $\eta=6^{1/3}\pi^{-2/3}$.

$$j_{12}=\frac{1}{T^4}\Big[\frac{24}{c_1c_2}+\frac{6}{c_2^2}\Big].\tag{9}$$

$$I=-\frac{4a^4}{3}\cdot\frac{4b^5}{3}\cdot\frac{15}{8c^6}=-\frac{10}{3}\frac{a^4b^5}{(a+b)^6}.\tag{10}$$

$$\zeta_x^{\rm LDA}=\frac{\alpha^2}{2}n^2\,\frac{2\eta a^2}{3}\int r^3e^{-(2b+2a/3)r}dr=\frac{2\alpha^2n^2a^2\eta}{(2b+2a/3)^4}>0 .\tag{11}$$

$$\zeta_x^{\rm exact}=-\tfrac12\zeta_H=\frac{\alpha^2n^2}{2}\Big[\frac1{4b^2}-\frac1{T^2}-\frac{4a}{T^3}-\frac{12a^2}{T^4}\Big]>0 .\tag{12}$$

At $a=8$, the ratio (SSOx+SOO)/LDA x runs from −1.41 to −3.00 for $b=0.8$ to $4.0$. No local potential reproduces this core's complete mean-field operator.

## The general statement

Let the reference be a closed-shell determinant of real, doubly occupied, frozen orbitals $k$, and let both operators be built from it, to first order in $\alpha^2$.

(a) The matrix of $H_{\rm SO}$ among states with one added electron is that of the one-electron mean-field operator $F=i\tfrac{\alpha^2}{2}\mathbf W^{\rm MF}\cdot\mathbf s$, and among states with one hole it is $-F^{T}$, where

$$\mathbf W^{\rm MF}_{pq}=\mathbf W_{pq}[v_{\rm nuc}+v_H]-(1+2)\sum_k\big[\mathbf W(pk|kq)+\mathbf W(kq|pk)\big].\tag{13}$$

The local operator has $\mathbf W_{pq}[v_{\rm nuc}+v_H]+\mathbf W_{pq}[v_{xc}]$. The two agree in the nuclear and Hartree parts and differ in the rest.

(b) SOO enters (13) only through exchange, where it is exactly twice the SSO exchange. The part common to both operators contains no SOO.

(c) The exchange part of (13) is in general nonlocal.

(d) In a spherical atom and on a p shell, LDA exchange gives $\zeta>0$ if the density decreases outward. Mean-field exchange with an s² shell gives $3\alpha^2I$, which is negative if $R\ge0$, $S\ge0$, $S'\le0$. Mean-field exchange with the electron's own filled p shell gives $+6M^0>0$, with $M^0$ defined below. The opposite sign is thus a theorem for a nodeless p function and a nodeless, decreasing s core, it is false for the own shell, and for a whole atom it is a statement about a sum that has to be computed.

Parts (a) and (b) do not use spherical symmetry and hold for closed-shell molecules. The atomic mean-field approximation keeps, in a molecule, only the one-centre integrals of (13) with atomic occupied orbitals; in a free closed-shell atom it is (13) itself.

## Proof

### Parts (a), (b), (c)

For an added electron, the sum over $K$ in $F^{(2)}_{PQ}$ now runs over all occupied spin orbitals, each spatial $k$ contributes (4), and $2\sum_k\int k^2(2)/r_{12}=v_H(1)$. The reference expectation value vanishes by the spin trace, as before. This is (13), and the separate bookkeeping of the factors 1 and 2 in (4) is (b).

For holes let $\Phi_A=a_A\Phi$. For $A\ne B$ write $\Phi=a_A^\dagger a_B^\dagger|{\rm rest}\rangle$, which fixes an overall phase common to both states. Then $\Phi_A=a_B^\dagger|{\rm rest}\rangle$ and $\Phi_B=-a_A^\dagger|{\rm rest}\rangle$, so

$$\langle\Phi_A|H_{\rm SO}|\Phi_B\rangle=-\Big[h_{BA}+\sum_{K\in{\rm rest}}\big(\langle BK|G|AK\rangle-\langle BK|G|KA\rangle\big)\Big].$$

The sum may be extended to $K=A$, whose two terms are identical and cancel, and to $K=B$, whose two terms $\langle BB|G|AB\rangle$ and $\langle BB|G|BA\rangle$ are equal because $G$ is symmetric in the two electrons. The element is $-F_{BA}$ with $F$ built from the full closed shell. On the diagonal, removing $A$ removes $h_{AA}$ and all pair terms that contain $A$, which is $F_{AA}$, from a reference value of zero. A matrix and its transpose have the same eigenvalues. On a p shell $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$ is $+\tfrac12$ for $j=3/2$ and $-1$ for $j=1/2$, so the hole levels are $-\zeta/2$ (four states) and $+\zeta$ (two states), split by $3\zeta/2$.

Part (c) is proved by the 1s² core above, for which a local representation was excluded.

The structure of the integrals shows why the two exchange terms have no reason to agree. In $\mathbf W_{pq}[v_x]$ both gradients act on the probe functions $p$ and $q$; since a gradient marks a small component, $v_x$ acts between the small components of $p$ and $q$. In $\mathbf W(pk|kq)$ one gradient acts on $p$ and the other on the occupied orbital $k$, while $q$ is not differentiated. The sign of the first is set by the slope of a potential. For an s shell and functions without nodes, the sign of the second is set by the slope of an orbital, $S'$ in (7); for the own p shell this rule does not hold, as shown below.

### Part (d): LDA and the s² shell

Differentiating $v_x=-(3\rho/\pi)^{1/3}$ gives $v_x'=-\tfrac13(3/\pi)^{1/3}\rho^{-2/3}\rho'$, which is positive wherever $\rho'<0$; (3) with $R^2\ge0$ then gives $\zeta_x^{\rm LDA}>0$. For the s² shell, (7) and (8) were derived for arbitrary $S$ and $R$. The kernel $r_</r_>^2$ is positive, $RS\ge0$ and $RS'\le0$ under the stated conditions, so the integrand is nowhere positive and $I<0$ unless it vanishes identically. If $S$ or $R$ has a node, the products change sign and (7) fixes no sign.

### Part (d): the own p⁶ shell

Let $k$ run over $xf,\,yf,\,zf$, with $p=xf$, $q=yf$, and abbreviate the orbitals by $x,y,z$ inside $W$. In $\sum_kW^z(pk|kq)$ the term $k=x$ vanishes by antisymmetry, and in $\sum_kW^z(kq|pk)$ the term $k=y$ does. What remains is

$$X=W^z(xy|yy)+W^z(xy|xx)+W^z(xz|zy)+W^z(zy|xz).$$

The cross products are, from (2) and by the same differentiation,

$$D=(\nabla p_x\times\nabla p_y)_z=f^2+(x^2+y^2)\frac{ff'}{r},$$

$$(\nabla p_x\times\nabla p_z)_z=\Big(f+\frac{x^2f'}{r}\Big)\frac{zyf'}{r}-\frac{xyf'}{r}\frac{zxf'}{r}=yz\frac{ff'}{r},$$

$$(\nabla p_z\times\nabla p_y)_z=\frac{zxf'}{r}\Big(f+\frac{y^2f'}{r}\Big)-\frac{zyf'}{r}\frac{xyf'}{r}=xz\frac{ff'}{r}.$$

With $(A|B)=\iint A(1)B(2)/r_{12}$,

$$X=\big(D\,\big|\,(x^2+y^2)f^2\big)+\Big(yz\frac{ff'}{r}\Big|\,yzf^2\Big)+\Big(xz\frac{ff'}{r}\Big|\,xzf^2\Big).$$

Split $x^2+y^2=\tfrac23r^2-u_2$ with $u_2=z^2-r^2/3$, a pure $l=2$ function, as are $xz$ and $yz$. Then $D=D_0-u_2ff'/r$ with spherical $D_0$, and $(x^2+y^2)f^2=\tfrac23r^2f^2-u_2f^2$. Different multipoles do not interact, so $X$ is a monopole part $\tfrac23(D_0|r^2f^2)$ plus a quadrupole part in which the two minus signs multiply to a plus.

For the monopole, $r^2f^2=p_x^2+p_y^2+p_z^2$ is a spherical density of three electrons. Let $q(r)=\int_0^rR^2r'^2dr'$ be the enclosed fraction of one electron and

$$N=\langle q/r^3\rangle,\qquad M^0=\alpha^2N/4 .$$

The potential of $r^2f^2$ has $V'=-3q/r^2$, so $(D_0|r^2f^2)=-\langle V'/r\rangle=3N$ and the monopole part is $2N$.

For the quadrupole, the addition theorem gives $\iint A(\hat{\mathbf n}_1)A(\hat{\mathbf n}_2)P_2(\cos\gamma)\,d\Omega_1d\Omega_2=\tfrac{4\pi}{5}\int A^2d\Omega=\tfrac{(4\pi)^2}{5}\overline{A^2}$ for an $l=2$ function $A$, the bar denoting the angular average. On the unit sphere $\overline{n_z^2}=\tfrac13$ and $\overline{n_z^4}=\tfrac15$ from $\tfrac12\int_{-1}^1\mu^{m}d\mu$, and averaging $(n_x^2+n_y^2+n_z^2)^2=1$ gives $\tfrac35+6\overline{n_x^2n_z^2}=1$, so $\overline{n_x^2n_z^2}=\tfrac1{15}$. Then $\overline{(n_z^2-\tfrac13)^2}=\tfrac15-\tfrac29+\tfrac19=\tfrac4{45}$, and the three terms sum to $\tfrac4{45}+\tfrac2{15}=\tfrac29$. The radial factors, each with $r^2$ from the quadratic function and $r^2$ from the volume, are $r_1^4ff'/r_1=\tfrac12r_1^3(f^2)'$ and $r_2^4f^2$. With $f^2=\tfrac{3}{4\pi}u$, $u=R^2/r^2$, the constant is $\tfrac{(4\pi)^2}{5}\cdot\tfrac29\cdot\tfrac12\cdot\tfrac{9}{(4\pi)^2}=\tfrac15$, and

$$X_{\rm quad}=\frac15\iint u'(r_1)\;r_1^3\frac{r_<^2}{r_>^3}\;R^2(r_2)\,r_2^2\,dr_1dr_2 .$$

At fixed $r_2$ the function $r_1^3r_<^2/r_>^3$ equals $r_1^5/r_2^3$ for $r_1<r_2$ and the constant $r_2^2$ for $r_1>r_2$. It is continuous and vanishes at the origin, and $u$ vanishes at infinity, so partial integration in $r_1$ has no boundary terms and replaces the $r_1$ integral by $-\int_0^{r_2}u\,5r_1^4r_2^{-3}dr_1=-5q(r_2)/r_2^3$, because $ur^4=R^2r^2$. Therefore $X_{\rm quad}=-N$ and $X=2N-N=N$.

By (1), $-X$ contributes $\zeta_{\rm SSOx}=\tfrac{\alpha^2}{2}N=2M^0$ and $-2X$ contributes $\zeta_{\rm SOO}=4M^0$, while (5) with $Q=6q$ gives $\zeta_H=-3\alpha^2N=-12M^0$. Since $N>0$ for any $R$, nodes or not, the own-shell exchange $+6M^0$ is positive. The Hartree term counts six electrons at $-2M^0$ each, including the probe itself, and SSO exchange returns $+2M^0$, the share of one electron. In this shell SSO exchange cancels the probe's own share of the screening, SOO adds twice as much again, and the total $+6M^0$ has the same sign as the local term. This completes the proof.

## Neon and argon

The orbitals are nonrelativistic restricted Hartree–Fock orbitals in uncontracted even-tempered Gaussian bases. For Ne there are 15 s exponents $0.2\times2.5^k$ and 11 p exponents $0.12\times2.4^k$ bohr⁻², $k=0,1,\dots$, with energy $-128.5467$ hartree; for Ar 16 s exponents $0.1\times2.6^k$ and 12 p exponents $0.07\times2.5^k$, with energy $-526.8129$ hartree. The integrals $\mathbf W(pq|rs)$ are analytic Gaussian integrals. The terms $\mathbf W_{pq}[v]$ for the nuclear, LDA exchange and VWN correlation potentials, the last two evaluated on the Hartree–Fock density, come from quadrature on a logarithmic radial grid times an angular product grid; $\langle r^{-3}\rangle$ and $M^0$ come from the radial grid. Two decimals are carried so that the sums can be followed, and sums of rounded entries can differ by one unit in the last place. They are not all converged digits: in larger bases (20s16p for Ne, 22s18p for Ar) $\langle r^{-3}\rangle$ rises to 10.906 and 8.974 bohr⁻³, the nuclear term and both totals rise by 0.3 cm⁻¹ for Ne and 1.0 cm⁻¹ for Ar, and the splittings by about 0.5 and 1.5 cm⁻¹, while the two-electron and exchange–correlation entries move by at most 0.01 cm⁻¹. All entries are in cm⁻¹.

| contribution to $\zeta$ | Ne 2p | Ar 3p |
|---|---|---|
| nuclear | 636.97 | 942.97 |
| Hartree (SSO direct) | −125.04 | −115.77 |
| SSO exchange | −20.07 | −15.93 |
| SOO | −40.13 | −31.85 |
| LDA exchange | +22.60 | +17.42 |
| VWN correlation | +0.36 | +0.17 |
| total, mean field | 451.72 | 779.42 |
| total, local | 534.89 | 844.78 |

For neon $\langle r^{-3}\rangle=10.9002$ bohr⁻³, so the nuclear term is $5.8437\times10\times10.9002=636.97$. The common part is $636.97-125.04=511.93$. The mean field adds $-20.07-40.13=-60.20$ and arrives at 451.7; the local operator adds $22.60+0.36$ and arrives at 534.9. The gap of 83.2 consists of 40.1 from the missing SOO, 20.1 from the missing SSO exchange, 22.6 from the local exchange that stands in their place, and 0.4 from correlation. Relative to the mean field with the same orbitals the local total is high by $534.89/451.72-1=18.4$ %, and the common part alone by 13.3 %. The hole levels are $-\zeta/2=-225.9$ and $+\zeta=451.7$, so the splitting is $\tfrac32\times451.72=677.6$ cm⁻¹ (84.0 meV), against $\tfrac32\times534.89=802.3$ cm⁻¹ (99.5 meV). If the magnetic interaction is left out of the reference operator, as in the Dirac–Coulomb Hamiltonian, SOO is absent and the mean field in these fixed orbitals gives $511.93-20.07=491.86$, still 43 below the local value.

For argon $\langle r^{-3}\rangle=8.9648$ bohr⁻³ and $Z=18$ give the nuclear term 943.0, the common part is $942.97-115.77=827.20$, and the totals are $827.20-47.78=779.4$ and $827.20+17.42+0.17=844.8$. The local value is high by 8.4 % and the common part by 6.1 %, again relative to the mean field. The splittings are 1169 cm⁻¹ (145 meV) and 1267 cm⁻¹ (157 meV). Measured in units of $\tfrac{\alpha^2}{2}\langle r^{-3}\rangle$, which is $636.97/10=63.7$ for Ne and $942.97/18=52.4$ for Ar, the gap is $83.2/63.7=1.3$ and $65.4/52.4=1.2$ units of charge. The gap is nearly the same charge in both atoms, set against totals of $451.7/63.7=7.1$ and $779.4/52.4=14.9$, and this is the arithmetic behind the smaller relative error in argon.

The shell-by-shell exchange, SSO and SOO together, shows how the sign of the sum arises. For Ne the 1s, 2s and 2p shells give $-77.49+2.36+14.93=-60.20$. The last entry is $6M^0=6\times2.4886$. For Ar the 1s, 2s, 3s, 2p and 3p shells give $-66.34+4.85-0.89+12.04+2.56=-47.78$, the last being $6\times0.4272$. In neon two of three shells, and in argon three of five, contribute with the positive sign of the local term; the total is negative because the 1s shell outweighs them. The negative 1s term for Ne 2p has the sign the theorem gives for a nodeless 2p function and a nodeless, decreasing 1s function; these conditions were not checked separately for the computed orbitals. The 3p function of argon has a node, so its negative 1s term is a computed result. That it stays negative because $RS$ confines (7) to the inner lobe of 3p, where $R$ has one sign, is a conjecture consistent with the weight in (7); the signs of the 2s, 3s and inner 2p terms are likewise only computed. The densities of both atoms decrease monotonically between 0.001 and 5 bohr, and the LDA exchange term is positive in both.

The ratio of mean-field to LDA exchange is $-60.20/22.60=-2.66$ for Ne and $-47.78/17.42=-2.74$ for Ar. Multiplying $v_x$ by $-2$ gives for neon $511.93-45.20+0.36=467.09$, which is 3.4 % above the mean field. The rescaling removes most of the gap in this atom, and a different factor would reproduce this single number exactly. But the model ratio ran from $-1.4$ to $-3.0$, so no one factor serves every case.

These numbers compare two operators in fixed orbitals and do not predict spectra. The measured splittings of the ions are roughly 780 cm⁻¹ for Ne⁺ and roughly 1430 cm⁻¹ for Ar⁺. The local value for neon lies closer to the measurement than the mean-field value, while for argon both lie below it. The frozen neutral-atom orbitals omit the relaxation of the ion, correlation and scalar relativistic changes. The response of the orbitals to the spin–orbit operator itself is not a further omission of this order: for an ion described by its own variational orbitals the first-order energy is the expectation value of the operator, and the response drops out. It does enter the orbital energies of a self-consistent Dirac–Hartree–Fock calculation on the neutral atom, in the same order $\alpha^2$, through the nonlocal exchange operator, so those energies should not be compared directly with the splittings given here. In an LDA Kohn–Sham calculation it does not enter at this order: the spin–orbit part of the first-order density matrix is imaginary and antisymmetric in the spatial indices, so it changes neither the density nor the spin density of the closed shell. That contraction of the p shell in the neon ion raises $\langle r^{-3}\rangle$ and accounts for most of the shortfall of the mean-field value for neon is a conjecture here, since only frozen orbitals were computed; if it holds, the closeness of the local value for neon is a cancellation between a too large operator and too diffuse orbitals.

## Where the assumptions enter

The vanishing of direct SOO used two facts. The spin trace $\sum_\kappa\mathbf s_{\kappa\kappa}=0$ needs both spins in each $k$; for a spin-polarised reference the term $2(pq|\mathbf g|kk)\cdot\mathbf s_{\kappa\kappa}\delta_{\sigma\tau}$ survives and couples the orbit of the probe to the net spin of the others. The relation $(kk|\mathbf g|pq)=0$ holds term by term for real $k$. For complex orbitals the single terms need not vanish, but their sum over the reference does if the reference carries no net orbital current, as in a filled shell. For several open-shell electrons, (13) with spin-averaged and spherically averaged occupations is an approximation and no longer the exact first-order matrix, because the interactions among the open-shell electrons are not of one-electron form. The local operator considered is that of a single multiplicative scalar potential; nothing is claimed about functionals that also supply a vector or spin-dependent potential. All statements are of first order in $\alpha^2$ with nonrelativistic orbitals. In heavy atoms the Breit–Pauli integrals have to be replaced by their two-component counterparts, and the closed forms (7) to (12) and the value $6M^0$ no longer apply as written.
